# The Sign of the Dipole Correlation of Free Linear Rotors

**Q.** I picture orientational relaxation as fading memory. The dipoles start aligned with their own initial directions, so $\langle\mathbf u(0)\cdot\mathbf u(t)\rangle=1$, and end with no preference, so it goes to zero. Debye's rotational diffusion gives a decaying exponential. Other mechanisms may change the shape, but why should the correlation ever fall below zero? That would mean that the molecules prefer to point backwards.

**A.** Let us take a case in which nothing is assumed about memory. Consider a classical gas of rigid linear rotors in equilibrium at temperature $T$, without torques or collisions. The unit vector $\mathbf u$ lies along the dipole, and $I$ is the moment of inertia. How does one rotor move?

**Q.** It turns uniformly in a plane, I suppose.

**A.** Yes. The only force keeps the length of $\mathbf u$ fixed, so $\ddot{\mathbf u}$ is parallel to $\mathbf u$. Differentiating $\mathbf u\cdot\mathbf u=1$ twice gives $\mathbf u\cdot\ddot{\mathbf u}=-|\dot{\mathbf u}|^2$, hence
$$\ddot{\mathbf u}=-|\dot{\mathbf u}|^2\,\mathbf u .$$
The speed $\omega=|\dot{\mathbf u}|$ is constant, because $d|\dot{\mathbf u}|^2/dt=2\dot{\mathbf u}\cdot\ddot{\mathbf u}=-2\omega^2\,\dot{\mathbf u}\cdot\mathbf u=0$. The solution is
$$\mathbf u(t)=\mathbf u(0)\cos\omega t+\frac{\dot{\mathbf u}(0)}{\omega}\sin\omega t,\qquad \mathbf u(0)\cdot\mathbf u(t)=\cos\omega t .$$
A single rotor does point backwards after half a turn. The question is what survives the average over speeds.

**Q.** Then I need the thermal distribution of $\omega$.

**A.** In polar angles the momenta are $p_\theta=I\dot\theta$ and $p_\phi=I\sin^2\theta\,\dot\phi$. With the tangential velocities $v_\theta=\dot\theta$ and $v_\phi=\sin\theta\,\dot\phi$, the phase-space element becomes
$$d\theta\,d\phi\,dp_\theta\,dp_\phi=I^2\sin\theta\,d\theta\,d\phi\,dv_\theta\,dv_\phi .$$
The energy is $I(v_\theta^2+v_\phi^2)/2$. Directions are therefore uniform on the sphere, and the two velocity components are independent Gaussians of variance $kT/I$. Measure time in units of $t_0=\sqrt{I/kT}$, with $\tau=t/t_0$ and $x=\omega t_0$. The area element of the velocity plane supplies a factor $x$, so
$$p(x)=x\,e^{-x^2/2},\qquad C(\tau)=\int_0^\infty x\,e^{-x^2/2}\cos(x\tau)\,dx .$$

**Q.** Cosines of many frequencies dephase. I still expect a smooth decay to zero.

**A.** Integrate by parts, using $x e^{-x^2/2}=-\frac{d}{dx}e^{-x^2/2}$:
$$C(\tau)=1-\tau S(\tau),\qquad S(\tau)=\int_0^\infty e^{-x^2/2}\sin(x\tau)\,dx .$$
Differentiating $S$ under the integral returns the integral for $C$. Thus
$$S'=C=1-\tau S,\qquad S(0)=0 .$$
So $S$ is the area under $C$ from $0$ to $\tau$. Multiplying $S'+\tau S=1$ by $e^{\tau^2/2}$ gives $(e^{\tau^2/2}S)'=e^{\tau^2/2}$, and therefore
$$S(\tau)=e^{-\tau^2/2}\int_0^\tau e^{s^2/2}ds=\sqrt2\,D\!\left(\frac{\tau}{\sqrt2}\right),\qquad D(z)=e^{-z^2}\int_0^z e^{y^2}dy .$$
The substitution was $s=\sqrt2\,y$, and $D$ is Dawson's function. The correlation is
$$C(\tau)=1-\sqrt2\,\tau\,D\!\left(\frac{\tau}{\sqrt2}\right).$$

**Q.** I cannot read the sign from that. What happens at late times?

**A.** Put $g(x)=e^{-x^2/2}$. Two integrations by parts give
$$\int_0^\infty g\sin(x\tau)\,dx=\frac{g(0)}{\tau}-\frac1{\tau^2}\int_0^\infty g''\sin(x\tau)\,dx .$$
Repeating this with $g(0)=1$, $g''(0)=-1$, $g^{(4)}(0)=3$ and $g^{(6)}(0)=-15$ gives
$$S=\frac1\tau+\frac1{\tau^3}+\frac3{\tau^5}+\frac{15}{\tau^7}+\dots,\qquad
C=1-\tau S=-\frac1{\tau^2}-\frac3{\tau^4}-\frac{15}{\tau^6}-\dots$$
This is an asymptotic series for large $\tau$. The correlation approaches zero from below, as a power of time. At $\tau=10$ the three terms give $-0.010315$, and the frequency integral gives $-0.010316$.

**Q.** Could it oscillate between the start and that tail?

**A.** No. From its explicit form, $S>0$ for every $\tau>0$. Differentiate $C=1-\tau S$ and use $S'=C$:
$$C'=-S-\tau C .$$
At any zero of $C$ this leaves $C'=-S<0$, so $C$ can cross zero only downwards. Two successive crossings cannot both be downward, so there is at most one. There is at least one, because $C$ starts at $1$ and its tail is negative. After it, $C$ stays negative.

The crossing is at $\tau=1.3069$. The minimum is $C=-0.2847$ at $\tau=2.1241$, and at $\tau=5$ the value is still $-0.0462$. As a test, the equation of motion was integrated for a random thermal ensemble. It gave $-0.281$ at the time of the minimum, with standard error $0.003$, and $-0.0425$ at $\tau=5$, with standard error $0.0035$. Both agree with the formula within sampling noise.

**Q.** So free rotation overshoots, as an underdamped oscillator does. Inertia is the whole explanation?

**A.** Try a rotor that is just as free but confined to a plane. It has one Gaussian velocity component. The density of the speed is then $p(x)=\sqrt{2/\pi}\,e^{-x^2/2}$, and the Gaussian integral gives
$$C_{\rm planar}(\tau)=\sqrt{\frac2\pi}\int_0^\infty e^{-x^2/2}\cos(x\tau)\,dx=e^{-\tau^2/2}>0 .$$
Each planar rotor also reverses its dipole periodically, yet the average never becomes negative.

**Q.** Then what distinguishes the two?

**A.** The supply of slow rotors. For a smooth density that decays at large $x$, integrate $C$ up to a time $\Theta$ and substitute $y=x\Theta$:
$$\int_0^\Theta C\,d\tau=\int_0^\infty p(x)\frac{\sin x\Theta}{x}\,dx=\int_0^\infty p\!\left(\frac y\Theta\right)\frac{\sin y}{y}\,dy\;\longrightarrow\;\frac\pi2\,p(0)\quad(\Theta\to\infty).$$
For the linear rotor in three dimensions $p(0)=0$: a rotor is slow only if both velocity components are small. The total area under $C$ is therefore zero. Since $C$ starts at $1$, it must be negative somewhere. In the plane $p(0)=\sqrt{2/\pi}$, and the area is $\sqrt{\pi/2}=1.2533$. The zero area also needs the angular momentum to be perpendicular to the dipole, as it is for a linear rotor. A symmetric top with its dipole along the axis precesses on a cone of half-angle $\alpha$ about the angular momentum, so $\mathbf u(0)\cdot\mathbf u(t)=\cos^2\alpha+\sin^2\alpha\cos\omega t$, and $C$ tends to the positive plateau $\langle\cos^2\alpha\rangle$. For $I_\parallel/I_\perp=0.164$ the plateau is $0.137$. For $I_\parallel/I_\perp=1.6$ it is $0.398$, and $C$ never becomes negative.

The sign of the tail comes from the next piece of information, the slope at zero frequency. Integrating by parts,
$$C=-\frac1\tau\int_0^\infty p'(x)\sin(x\tau)\,dx=-\frac{p'(0)}{\tau^2}+\dots$$
In three dimensions $p'(0)=1$, which reproduces $-1/\tau^2$. In the plane $p'(0)=0$, and this tail is absent.

**Q.** How do the areas balance in numbers?

**A.** The positive part, up to the crossing, has area $0.76515$. By $\tau=40$ the net area has fallen to $0.02502$, so the negative part has by then contributed $0.02502-0.76515=-0.74013$. The remainder decays as $S\simeq1/\tau$, and indeed $1/40=0.025$. A relaxation time defined as the integral of $C$ would be zero here, although the correlation plainly takes a time of order $t_0$ to decay.

**Q.** A negative correlation worries me in a dielectric. Does it produce negative loss?

**A.** No. For a dilute classical gas, in which different molecules are uncorrelated, the fluctuation–dissipation theorem gives
$$\frac{\chi''(x)}{\chi(0)}=x\int_0^\infty C(\tau)\cos(x\tau)\,d\tau=\frac\pi2\,x\,p(x)=\frac\pi2\,x^2e^{-x^2/2}\ge0 .$$
The middle step inverts the cosine transform that defined $C$. Passivity requires a non-negative spectrum and puts no such condition on $C$ itself. Setting the derivative of $\ln(x^2e^{-x^2/2})$ to zero gives $2/x-x=0$. The peak is at $x=\sqrt2$, with height $\pi/e=1.156$. A Debye loss $x\tau_D/(1+x^2\tau_D^2)$, with relaxation time $\tau_D$ in units of $t_0$, has height $1/2$. At low frequency the free-rotor loss starts as $x^2$ and the Debye loss as $x$.

**Q.** Yet Debye's exponential must come back when the molecules are disturbed often enough.

**A.** It does. Use a simple model: collisions occur at random with rate $\gamma$, in units of $1/t_0$, and each one redraws the angular velocity from the thermal distribution while leaving $\mathbf u$ unchanged. Write $F$ for the free correlation found above. After a free flight of duration $s$ the mean direction is $F(s)\mathbf u$, because the sideways component averages to zero. Separating histories by the time of the first collision gives
$$C(\tau)=e^{-\gamma\tau}F(\tau)+\gamma\int_0^\tau e^{-\gamma s}F(s)\,C(\tau-s)\,ds .$$
The Laplace transform turns the convolution into a product:
$$\tilde C(s)=\frac{\tilde F(s+\gamma)}{1-\gamma\tilde F(s+\gamma)} .$$
Since $\langle x^2\rangle=2$, the short-time form is $F=1-\tau^2+\dots$, so $\tilde F(p)=1/p-2/p^3+\dots$ for large $p$. With $p=s+\gamma$, the pole condition $\gamma\tilde F(p)=1$ becomes $p=\gamma(1-2/p^2+\dots)\simeq\gamma-2/\gamma$. Hence $s\simeq-2/\gamma$, and for $\gamma\gg1$
$$C(\tau)\simeq e^{-2\tau/\gamma}.$$
For $\gamma=10$ the pole gives a decay rate of $0.2001$, against $2/\gamma=0.2$. A simulation of such collisions gives $C=0.373$ at $\tau=5$, against $e^{-1}=0.368$. Your positive exponential describes rotors whose velocity is forgotten long before they have turned appreciably.

**Q.** And if collisions are rare, is the negative lobe destroyed by the first few?

**A.** No. Rotors that have not collided are unaffected, and for the others $\mathbf u(0)\cdot\mathbf u(t)$ can change by at most $2$. Therefore
$$|C(\tau)-F(\tau)|\le2\left(1-e^{-\gamma\tau}\right).$$
For $\gamma=0.05$ at the time of the minimum the bound is $0.20$. The simulation gives $C=-0.267$, compared with $-0.285$ without collisions.

The exact cancellation of areas is more fragile. In this model the total area is $\tilde C(0)=\tilde F(\gamma)/[1-\gamma\tilde F(\gamma)]$, where
$$\tilde F(\gamma)=\int_0^\infty p(x)\,\frac{\gamma}{\gamma^2+x^2}\,dx>0,\qquad \gamma\tilde F(\gamma)<1 .$$
The area is positive for any $\gamma>0$ and tends to zero as $\gamma\to0$.

**Q.** Real molecules have quantized rotation. Does the slow power-law tail survive that?

**A.** Up to a definite time. Let the levels be $BJ(J+1)$, with $B=\hbar^2/2I$ an energy, and take the symmetrised, real part of the quantum correlation. The dipole connects $J$ with $J+1$, at angular frequency $2B(J+1)/\hbar$. The squared matrix elements of $\cos\theta$, summed over $M$ and multiplied by three for the three components of $\mathbf u$, give the line strength
$$3\sum_{M=-J}^{J}\frac{(J+1)^2-M^2}{(2J+1)(2J+3)}=J+1 ,$$
where $\sum_M M^2=J(J+1)(2J+1)/3$ was used. If $p_J$ is the thermal probability of one state of level $J$, upward and downward transitions together give
$$C_q(t)=\sum_{J=0}^\infty(J+1)(p_J+p_{J+1})\cos\frac{2B(J+1)t}{\hbar}.$$
All frequencies are multiples of $2B/\hbar$, so $C_q$ returns to $1$ after the period $\pi\hbar/B$. For a linear molecule without angular momentum about its axis no line lies at zero frequency, so the average over a period is zero.

**Q.** What happens between revivals?

**A.** Put $n=J+1$, $b=B/kT$ and $\theta=2Bt/\hbar$. With partition function $Z$, one has $p_{n-1}+p_n=(2/Z)e^{-bn^2}\cosh bn$. The summand is even if $n$ is replaced by $|n|$, so
$$C_q=\frac1Z\sum_{n=-\infty}^{\infty}|n|\,e^{-bn^2}\cosh(bn)\cos n\theta .$$
For $b\ll1$, $Z\simeq1/b$ and $\cosh bn\simeq1$ for the populated levels. Poisson summation replaces the sum over $n$ by integrals at $\theta-2\pi m$. In each, $x=n\sqrt{2b}$ restores the classical integral. Since $t_0=\hbar/\sqrt{2BkT}$, we have $\theta=\tau\sqrt{2b}$, and
$$C_q\simeq\sum_{m=-\infty}^{\infty}C(\tau-mP),\qquad P=\frac{2\pi}{\sqrt{2b}} .$$
Far from the revivals each term contributes its tail:
$$C_q\simeq-\sum_m\frac1{(\tau-mP)^2}=-\frac{(\pi/P)^2}{\sin^2(\pi\tau/P)} .$$
At mid-period this is $-(\pi/P)^2=-b/2$. The tail flattens at a small negative value and then leads into the next revival.

**Q.** Give me a gas with pressure and temperature.

**A.** Take rough, round parameters in the regime of carbon monoxide: rotational constant $2\ \mathrm{cm^{-1}}$, mass $28$ u, dipole $0.1$ D, vibration $2000\ \mathrm{cm^{-1}}$, $300$ K, $10$ Torr and collision cross-section $0.5\ \mathrm{nm^2}$. The moment of inertia is $1.40\times10^{-46}\ \mathrm{kg\,m^2}$, so $t_0=\sqrt{I/kT}=0.1838$ ps. Then:

- The crossing is at $1.3069\times0.1838=0.240$ ps.
- The minimum is at $2.1241\times0.1838=0.390$ ps.
- The classical loss peaks at $\sqrt2/(2\pi\times0.1838\ \mathrm{ps})=1.22$ THz. At this pressure the actual loss consists of narrow rotational lines about $0.12$ THz apart, and the classical curve describes its average over neighbouring lines.

The thermal energy is $208.5\ \mathrm{cm^{-1}}$, so $b=2/208.5=0.0096$. The revival period is $8.34$ ps, or $45.4\,t_0$. The quantum sum gives $-0.2868$ at the classical minimum and $-0.00480$ at mid-period, where $-b/2$ is also $-0.00480$. It was negative at every point tested from $\tau=1.35$ to the same distance before the revival.

**Q.** Which neglected effect would spoil this first in a real gas?

**A.** At this pressure the mean time between collisions is about $9$ ns. The collision bound is $8.5\times10^{-5}$ at the minimum and $9\times10^{-4}$ at mid-period, below the respective depths. The bound was derived classically, so for the quantum tail it is a size estimate. Centrifugal stretching changes the value of the correlation at the time of the classical minimum by $-0.0008$ and lowers the correlation at the revival period from $1$ to $0.9915$. The vibrational Boltzmann factor is $7\times10^{-5}$, and the dimensionless dipolar coupling $n\mu^2/(9\varepsilon_0kT)$, with $n$ the number density and $\mu$ the dipole, is about $10^{-7}$.

Of these effects, collisions become important first when the pressure is raised. At $760$ Torr, with temperature and cross-section held fixed, the collision rate is $76$ times larger. The bound at the minimum rises to about $0.0064$, still small beside $0.285$. At mid-period it rises to about $0.07$, far above the depth $0.0048$, so the bound no longer fixes the sign there. The bound is crude, however. The collision equation above, solved at this rate with $C_q$ in place of $F$, moves the mid-period value only from $-0.0048$ to $-0.0046$. In a liquid, neighbours usually exert torques almost continuously, and the free-rotor formula cannot be assumed to hold.

**Q.** So "memory" was the wrong word for what $C$ measures.

**A.** It measures the average projection on the initial direction. That projection can fade through zero while each rotor still keeps its angular velocity perfectly.

## Computed results

```
Zero crossing tau: 1.3069
Minimum tau: 2.1241
Minimum C: -0.28475
C at tau=5: -0.046229
C at tau=10: -0.010316
tau^2 C at tau=20: -1.0076
Area before crossing: 0.76515
Area up to tau=40: 0.025016
Planar rotor area: 1.2533
Simulated C at minimum: -0.281
Its standard error: 0.0031
Simulated C at tau=5: -0.0425
Its standard error: 0.0035
Strong collision rate gamma: 10 1/t0
Decay rate from pole: 0.2001 1/t0
Debye-limit decay rate: 0.2 1/t0
Simulated decay rate: 0.2 1/t0
Strong collisions, C at tau=5: 0.373
Weak collision rate gamma: 0.05 1/t0
Weak collisions, C at minimum time: -0.267
Loss peak x: 1.414
Loss peak height: 1.156
Input B: 2 cm^-1
Input vibration: 2000 cm^-1
Input temperature: 300 K
Input mass: 28 u
Input dipole: 0.1 D
Input pressure: 10 Torr
Input cross-section: 0.5 nm^2
Thermal energy: 208.5 cm^-1
b = B/kT: 0.009592
Moment of inertia: 1.4e-46 kg m^2
Time unit t0: 0.1838 ps
Zero crossing time: 0.2402 ps
Minimum time: 0.3905 ps
Loss peak frequency: 1.224 THz
Revival period: 8.339 ps
Revival period / t0: 45.36
Quantum C at classical minimum: -0.2868
Largest quantum shift, tau<5: 0.004
Quantum C at mid-period: -0.004804
Estimate -b/2: -0.004796
Centrifugal constant: 8e-06 cm^-1
Stretching shift at minimum: -0.00081
Stretched C at mid-period: -0.0048
Stretched C at revival period: 0.9915
Mean relative speed: 673.6 m/s
Collision rate: 1.08e+08 1/s
Mean time between collisions: 9.22e+03 ps
Collision bound at minimum: 8.5e-05
Collision bound at mid-period: 0.0009
Vibrational Boltzmann factor: 6.8e-05
Dipolar coupling n mu^2/(9 eps0 kT): 1.1e-07
```
